# Fitting complex piezoelectric constants with a positive-semidefinite loss matrix

## Definitions and conventions

A bar of length $l$, width $w$ and thickness $t$ lies along $x$, with $-l/2<x<l/2$. It is poled and electroded across its thickness and driven by a voltage $V$. All amplitudes carry the factor $e^{+i\omega t}$ (in this exponent $t$ is time). The bar is slender, so the axial stress $T$ is the one stress kept. The electrodes make the field $E=V/t$ uniform. The linear material law is

$$S=sT+dE,\qquad D=dT+\varepsilon E,$$

with strain $S$, electric displacement $D$, compliance $s$ at constant field, piezoelectric constant $d$, and permittivity $\varepsilon$ at constant stress. In the usual notation these are $s_{11}^E$, $d_{31}$ and $\varepsilon_{33}^T$. Losses make them complex:

$$M=\begin{pmatrix}s&d\\ d&\varepsilon\end{pmatrix}=M'-iM'',$$

where $M'$ and $M''$ are real and symmetric. The minus sign belongs to $e^{+i\omega t}$: a lagging response has a positive loss part. The density $\rho$ is real, and the constants are taken as independent of frequency in the measured band.

The data are values of the admittance $Y=1/Z$ at many frequencies. Six real numbers are sought.

## The spectrum

Newton's law for the displacement $u_x$ is $-\rho\omega^2u_x=dT/dx$. Differentiating it and using $S=du_x/dx$ gives

$$\frac{d^2T}{dx^2}+\rho\omega^2(sT+dE)=0 .$$

The symmetric solution is $T=-dE/s+B\cos\kappa x$ with $\kappa=\omega\sqrt{\rho s}$. Free ends require $T(\pm l/2)=0$, so $B=dE/(s\cos X)$ and

$$T(x)=\frac{dE}{s}\left(\frac{\cos\kappa x}{\cos X}-1\right),\qquad X=\frac{\omega l}{2}\sqrt{\rho s}.$$

The current is $I=i\omega w\int D\,dx$. Since $\int\cos\kappa x\,dx=l\sin X/X$, dividing by $V=Et$ gives

$$Y=i\omega\frac{wl}{t}\,b,\qquad b=\varepsilon+\frac{d^2}{s}(\tau-1),\qquad \tau=\frac{\tan X}{X}.$$

Two limits show where the information sits. For small $X$, $\tau-1\approx X^2/3$, and

$$b\approx\varepsilon+\frac{d^2\rho\omega^2l^2}{12}.$$

At this order $s$ has dropped out, so a measurement far below the resonance says almost nothing about elastic loss. Near $X=\pi/2$, by contrast, $\tan X\approx1/(\pi/2-X)$. With $X\approx X'(1-i s''/2s')$, the position of the peak gives $s'$, its relative width gives $s''/s'$, and its height gives $d^2$. Because $d$ enters squared, its overall sign must come from the poling direction.

## What a passive material requires

The time-averaged power entering unit volume is $\tfrac12\mathrm{Re}(T^*i\omega S+E^*i\omega D)$. With $u=(T,E)$ this is

$$p=\tfrac12\mathrm{Re}\left[i\omega\,u^\dagger(M'-iM'')u\right]=\frac{\omega}{2}u^\dagger M''u,$$

because $u^\dagger M'u$ is real and its product with $i$ has no real part.

Integrated over the bar, the mechanical part vanishes. Integration by parts with $T=0$ at the ends turns $\int T^*i\omega S\,dx$ into $-\int(dT/dx)^*i\omega u_x\,dx=i\rho\omega^3\int|u_x|^2dx$, which is imaginary. The electrical part is $\tfrac12\mathrm{Re}(V^*I)$. Hence

$$\tfrac12|V|^2\,\mathrm{Re}\,Y=\int\frac{\omega}{2}u^\dagger M''u\;d^3r .$$

A material without an internal energy source must have $p\ge0$ for every $u$. This means that $M''$ is positive semidefinite:

$$s''\ge0,\qquad\varepsilon''\ge0,\qquad d''^2\le s''\varepsilon''.$$

When $d'$ and $d''$ have the same sign, the last condition limits the piezoelectric loss tangent. Dividing by $d'^2=k^2s'\varepsilon'$, where $k$ is the coupling factor, gives

$$\frac{d''}{d'}\le\frac1k\sqrt{\frac{s''}{s'}\frac{\varepsilon''}{\varepsilon'}} .$$

Equality has a physical meaning. Suppose that one internal variable $\xi$, such as the mean displacement of one population of domain walls, is driven by the force $g_1T+g_2E$ and answers with $\xi=\chi(g_1T+g_2E)$. It contributes $g_1\xi$ to the strain and $g_2\xi$ to the displacement. Its part of $M$ is therefore $\chi gg^T$, and with $\chi=\chi'-i\chi''$ the loss matrix is $\chi''gg^T$, of rank one. A second mechanism with a different ratio $g_1:g_2$ makes $M''$ strictly positive definite.

## The naive fit

Take relative errors of equal size $\sigma$ in modulus and phase, independent and Gaussian. The natural residual is then

$$r_j=\frac1\sigma\ln\frac{Y_{\rm model}(\omega_j)}{Y_{\rm data}(\omega_j)},\qquad \chi^2=\sum_j|r_j|^2 .$$

Replacing $Y$ by $Z$ changes the sign of $r_j$ and leaves $\chi^2$ unchanged.

The example is a bar of $20\times3\times1$ mm with $\rho=7700$ kg/m³ and $s'=16$ TPa⁻¹, $d'=-180$ pC/N, $\varepsilon'=1800\,\varepsilon_0$. The loss tangents of $s$ and $\varepsilon$ are 0.015 and 0.020. Its coupling factor is 0.3565, and a single loss mechanism is assumed, so

$$\frac{d''}{d'}=\frac{\sqrt{0.015\times0.020}}{0.3565}=0.0486 .$$

The spectrum has 101 points from 50 to 100 kHz, with $\sigma=0.005$. The data come from a finite-difference solution of the bar, with noise added. The spectrum discussed here was selected: it is the first of 1000 simulated ones in which the constraint raises $\chi^2$ by more than one.

Its unconstrained fit looks sound. With 202 real residuals and six parameters, $\chi^2$ should be near 196 with a standard deviation of about 20, and it is 170.0. The conductance is positive throughout the band, with a minimum of 1.84 µS. Yet

$$\frac{|d''|}{\sqrt{s''\varepsilon''}}=1.0117 .$$

The positive conductance does not exclude this, because the energy balance sees an average over the bar. Take $T=qE$ with real $q$. The local loss is $\tfrac{\omega}{2}E^2(s''q^2+2d''q+\varepsilon'')$, which is smallest at $q=-d''/s''$. The fitted values give $q=8.755/0.2408=36.4$ Pa per V/m. The minimum is

$$p_{\min}=\frac{\omega}{2}E^2\varepsilon''\left(1-\frac{d''^2}{s''\varepsilon''}\right).$$

At 92.5 kHz, $E=100$ V/m and $\varepsilon''=35.12\,\varepsilon_0$, the prefactor is 0.90 W/m³. The bracket is $1-1.0117^2=-0.0235$, so $p_{\min}=-0.021$ W/m³.

The bar does reach this state. With the real constants, $X=2.04$ at 92.5 kHz, and the stress at the centre is $q=-11.25\,(1/\cos X-1)=36.1$ Pa per V/m. Among the sampled frequencies, the full complex fields of the fitted bar have their lowest loss density there: $-0.0211$ W/m³ at the centre at 92.5 kHz. Above this frequency the stress at the centre falls short of the required ratio. Between the resonance and this frequency the real part of the stress reaches the ratio off centre, but the factor $\omega$ is smaller. Close to the resonance the stress is also out of phase with the field, which adds loss and can keep the density positive. Below the resonance $\cos X>0$, and the stress has the opposite sign. The fitted material would generate energy in the middle of the bar while the terminals show ordinary absorption.

## Two simpler repairs and their limits

The first repair is to diagonalize $M''$ and set its negative eigenvalue to zero. Since $s$, $d$ and $\varepsilon$ have different units, this needs reference units first:

$$M=RmR,\qquad R=\mathrm{diag}(\sqrt{s_r},\sqrt{\varepsilon_r}),$$

here with $s_r=10^{-11}$ m²/N and $\varepsilon_r=10^{-8}$ F/m. Definiteness survives the scaling, because $v^\dagger M''v=(Rv)^\dagger m''(Rv)$. Eigenvalues and eigenvectors do not, so the clipped matrix depends on the units.

In these units the negative eigenvalue is $-3.2\times10^{-4}$, which looks harmless. Clipping it, with all else held fixed, raises $\chi^2$ by 50. If $\sqrt{\varepsilon_r}$ is made ten times smaller, the rise is 234; if it is made ten times larger, the correction falls on $\varepsilon''$ and the rise is only 4.4. The reason is that clipping ignores how well each constant is known. In the reference units it shifts $s''$ by about 0.0018 TPa⁻¹, or 2.6 standard errors. With the smaller $\sqrt{\varepsilon_r}$ nearly the whole correction falls on $s''$, and the shift is about 8 standard errors. Refitting the other constants to the new $s''$ would reduce the rises of $\chi^2$ to about the squares of these numbers, 7 and 65. Such a free refit violates the condition again, with $|d''|/\sqrt{s''\varepsilon''}=1.018$ and 1.032. Without a refit the rises are much larger. In the reference units the shift of $s''$ alone gives 24, and the accompanying shifts of $d''$ and $\varepsilon''$ bring the rise to 50.

The second repair is to write $m''=LL^T$ with

$$L=\begin{pmatrix}a&0\\ b_1&c\end{pmatrix},\qquad m''_{22}=b_1^2+c^2 .$$

This is feasible for all $a,b_1,c$. But $\partial\chi^2/\partial c=2c\,\partial\chi^2/\partial m''_{22}$ vanishes at $c=0$ whether or not the boundary is the right place to stop. A zero gradient in these variables does not certify a minimum. A fit started at $c\ne0$ can still reach the constrained minimum, but a result with $c=0$ needs a separate test, which the next section derives.

## The scheme that follows

Let $F=\chi^2/2$, and define the symmetric matrix $G$ by $dF=\mathrm{tr}(G\,dm'')$ at fixed $m'$. Its entries are $G_{11}=\partial F/\partial m''_{11}$, $G_{22}=\partial F/\partial m''_{22}$ and $G_{12}=\tfrac12\partial F/\partial m''_{12}$. The half appears because $m''_{12}$ occurs twice in the trace.

At a constrained minimum, adding a small multiple of $vv^T$ to $m''$ is allowed for any real $v$ and must not lower $F$. Therefore $v^TGv\ge0$, and $G$ is positive semidefinite. Scaling $m''$ up or down is also allowed, so $\mathrm{tr}(Gm'')=0$. For two semidefinite matrices this implies $Gm''=0$. The derivatives with respect to $m'$ vanish as well.

If $F$ is convex, as it is after linearizing the residuals, these conditions are sufficient. For any feasible $m''$ and any $m'$,

$$F\ge F_*+\mathrm{tr}\left[G(m''-m''_*)\right]=F_*+\mathrm{tr}(Gm'')\ge F_* .$$

In the convex problem an interior minimum would also be a free minimum. If the free minimum is unique and infeasible, the constrained one must therefore lie on the boundary, where $\det m''=0$ and $m''=gg^T$. This gives the algorithm.

1. Estimate the real constants from the extrema of $|Y|$, at $f_s$ and $f_p$. The peak gives $s=1/[\rho(2lf_s)^2]$. At the minimum the lossless $b$ vanishes, so $1-k^2+k^2\tan X_p/X_p=0$ and

$$k^2=\frac{1}{1-\tan X_p/X_p},\qquad X_p=\frac{\pi f_p}{2f_s}.$$

The modulus at the lowest frequency gives $\varepsilon$, and $d=-k\sqrt{s\varepsilon}$. Start all loss tangents at 0.02.

2. Minimize $\chi^2$ over all six parameters. If $m''$ is semidefinite, stop.

3. Otherwise set $m''=gg^T$ and minimize over the five parameters $m'_{11},m'_{12},m'_{22},g_1,g_2$. Start from $g=\sqrt{\lambda}\,v$, where $\lambda$ is the positive eigenvalue of the free $m''$ and $v$ its eigenvector. If neither eigenvalue is positive, this start does not exist, and the data should be checked before going on.

4. Check the certificate. A variation of $g$ changes $F$ by $2\,\delta g^TGg$, so a converged fit has $Gg=0$. In two dimensions $G$ is then $\gamma nn^T$ with the unit vector $n\perp g$, and what remains to check is $\gamma=\mathrm{tr}\,G\ge0$. A negative trace means that the loss matrix should move back into the interior.

For the nonlinear spectrum the certificate is a first-order local one.

### Derivatives

Each minimization uses Levenberg-Marquardt steps,

$$\left[J^TJ+\lambda_d\,\mathrm{diag}(J^TJ)\right]\delta=-J^Tr,$$

where $r$ stacks the real and imaginary residuals and $J$ is its Jacobian. The damping $\lambda_d$ is lowered after a successful step and raised after a failed one.

From $s\,\partial X/\partial s=X/2$ and $X\,d\tau/dX=\sec^2X-\tau$,

$$\frac{\partial b}{\partial s}=-\frac{d^2}{s^2}(\tau-1)+\frac{d^2}{2s^2}(\sec^2X-\tau)=\frac{d^2}{s^2}\left(1+\tfrac12\sec^2X-\tfrac32\tau\right),$$

$$\frac{\partial b}{\partial d}=\frac{2d}{s}(\tau-1),\qquad \frac{\partial b}{\partial\varepsilon}=1 .$$

Dividing by $b$ gives the derivatives of $\ln Y$. Since $Y$ is holomorphic in the complex constants, the derivative with respect to a loss part is $-i$ times that with respect to the real part. In the rank-one fit the chain rule uses $m''_{11}=g_1^2$, $m''_{12}=g_1g_2$, $m''_{22}=g_2^2$.

Holomorphy also explains a feature of the errors. With linearized residuals, the quadratic part of $\chi^2$ is the sum over frequencies of $|\sum_a h_a\,\delta m_a|^2/\sigma^2$, where $h_a$ are the complex derivatives of $\ln Y$. Multiplying all $\delta m_a$ by $i$ leaves this unchanged. The real and loss parts of a constant therefore have equal absolute standard errors: 0.0007 TPa⁻¹ for $s$, 0.067 pC/N for $d$, and $0.92\,\varepsilon_0$ for $\varepsilon$.

## The constrained fit in numbers

The extrema lie at $f_s=71.0$ and $f_p=75.0$ kHz. Hence $2lf_s=2840$ m/s and $s=1/(7700\times2840^2)=16.10$ TPa⁻¹. With $X_p=1.659$ and $\tan X_p/X_p=-6.79$, $k^2=0.128$ and $d=-181.5$ pC/N. This is close enough for the iteration to converge.

| Loss part | True | Free fit | Constrained fit |
|---|---|---|---|
| $s''$ (TPa⁻¹) | 0.2400 | 0.2408 | 0.2405 |
| $d''$ (pC/N) | −8.75 | −8.75 | −8.79 |
| $\varepsilon''/\varepsilon_0$ | 36.0 | 35.1 | 36.2 |

The constraint raises $\chi^2$ by 1.97, against 50 for clipping in the reference units. It makes most of the correction in $\varepsilon''$, the least certain loss constant, and hardly moves $s''$. The estimate of $d''$ moves slightly away from the truth, so the constraint need not improve each constant separately.

The trace of $G$ is $6.3\times10^3$, positive as required, and $|Gg|/(|g|\,\mathrm{tr}\,G)$ is $5.5\times10^{-9}$. Among 2012 random feasible points around the solution, none had a lower $\chi^2$. The local loss density is now nowhere negative; its smallest sampled value, $4\times10^{-7}$ W/m³, is set by the grid. A rank-one matrix has one lossless state, and the bar reaches it between the sampled frequencies, at 85.7 kHz and 4.16 mm from the centre.

## When a violation means something

Near a smooth part of the boundary the feasible set looks like a half-space. Measure parameter errors in the information metric, $\|\delta\|^2=\delta^TJ^TJ\delta$, in which the linearized free fit scatters equally in all directions. If the truth lies on the boundary, half of all free fits fall outside. The constraint then costs $\Delta\chi^2=z^2$, where $z$ is the normal error component, with unit variance. The expected mean is $\tfrac12$, and 5% of spectra should exceed 2.706.

The 1000 spectra give a violating share of 0.477, a mean rise of 0.513 and a share of 0.047 above 2.706. The selected case, with $\Delta\chi^2=1.97$ or $z=1.4$, is compatible with noise. If the true matrix lies inside by $z_0$ standard errors, the same argument gives a violation probability equal to the Gaussian tail beyond $z_0$.

The constraint also reduces the error. Let $\theta$ be the free fit, $P$ its projection onto the convex feasible set, and $\theta_*$ the truth in that set. Projection implies $(\theta-P)\cdot(P-\theta_*)\ge0$, so expanding the square gives

$$\|P-\theta_*\|^2\le\|\theta-\theta_*\|^2-\|\theta-P\|^2 .$$

The mean squared distance falls from 6.34 to 5.82. The drop of 0.52 agrees with the expected $\tfrac12$. The free value exceeds the linear expectation of 6 by about three sampling standard errors. Linear theory applied to the same noise also gives 6.33, so the excess is a fluctuation of this set of random numbers and not an effect of nonlinearity. The root-mean-square error of $\varepsilon''$ falls from 2.6% to 2.1% of its true value; those of $s''$ and $d''$ barely change.

## The model beside a real bar

The constants are rough typical values for a soft lead zirconate titanate ceramic. The piezoelectric loss tangent of 0.049 was set by the single-mechanism limit, not by measurement, and is the largest that the condition for uniaxial stress permits. A real ceramic with several mechanisms of different ratios $g_1:g_2$ would lie below it. In a poled ceramic $d_{32}=d_{31}$ and $s_{22}=s_{11}$, so equal stresses along the length and the width give the stricter condition $d''^2\le\varepsilon''(s_{11}''+s_{12}'')/2$. It allows 0.049 only if $s_{12}''=s_{11}''$. For $s_{12}''=0$ the limit is 0.034, and for $s_{12}''=-0.3\,s_{11}''$ it is 0.029. Such a material lies about 26 or 32 standard errors inside the condition imposed in the fit, so noise of this size would not produce a violation, and the statistics for a truth on the boundary do not apply to it.

One assumption that affects the fitted losses is constancy over the band. A causal response whose loss is constant over a range much wider than the measured band has, within the band,

$$M(\omega)=M'(\omega_0)-\frac2\pi M''\ln\frac{i\omega}{\omega_0},$$

since $\ln i=i\pi/2$ reproduces $-iM''$. The real permittivity then falls by $(2/\pi)(0.020)\ln2=0.88\%$ across the band. Fitting noise-free data of this kind with constant parameters biases $s''$, $d''$ and $\varepsilon''$ by 0.48, 0.39 and −0.23%. It also gives $|d''|/\sqrt{s''\varepsilon''}=1.0026$: model error alone can produce a violation. The misfit adds only 17 to $\chi^2$, less than its statistical spread. The logarithmic law needs no further unknowns and can replace the constants in the fit.

Lateral inertia, for a Poisson ratio of 0.3, lowers the resonance by

$$\frac12\left(\frac{0.3\,\pi}{l}\right)^2\frac{w^2+t^2}{12}=0.093\%.$$

As $s'\propto f_s^{-2}$, $s'$ is biased by 0.185%, far above its statistical error of 0.004%. Motion across the width affects the other constants too. When the spectrum of a plane-stress plate of the same length and width, with $d_{32}=d_{31}$, is fitted with the bar formula, $|d'|$ comes out 0.65% too small, $\varepsilon'$ 0.48% too large and $\varepsilon''$ 2 to 3% too large, depending on $s_{12}''$ and $d''$, with a misfit of only about 13 in $\chi^2$. In a poled ceramic the Poisson ratios across the width and the thickness differ. With 0.35 and 0.44 the resonance is lowered by about 0.13% instead. The dimensions and the density matter as well: because $s'\propto1/(\rho l^2)$, an error of 0.01 mm in the length shifts $s'$ by 0.1%, and an error of 0.5% in the density shifts it by 0.5%. The small statistical error is therefore not the accuracy of $s'$. A lead resistance of 1 Ω is only 0.29% of the smallest sampled impedance, 349 Ω, but a fit that ignores it makes $\varepsilon''$ about 2% too large. The reason is that a series resistance $R$ adds about $\omega RC$ to the dielectric loss tangent, where $C$ is the capacitance of the bar. It should be subtracted before the losses are fitted.

At the drive of 0.1 V and the sampled frequency of 71.0 kHz, the largest stress is 0.09 MPa and the self-heating about 8 mK, for a surface heat transfer of 10 W/(m² K). At the exact resonance, which lies between two sampled frequencies, they are about 0.095 MPa and 9 mK. In the linear model the stress grows in proportion to the voltage and the heating as its square. Whether a given ceramic is still linear must be checked by repeating the spectrum at another drive. If $\Delta\chi^2$ is well above the values expected from noise, the model or the measurement should be corrected before the constrained constants are used.

A small $\Delta\chi^2$ and a good fit do not exclude a calibration error. If the phase of $Y$ is wrong by the same angle $\phi$ at all frequencies, the replacements $\varepsilon\to\varepsilon e^{i\phi}$ and $d\to de^{i\phi/2}$ reproduce the wrong data exactly, with no misfit. For this bar $\phi=+1$ mrad lowers $\varepsilon''$ by 5% and raises $|d''|/\sqrt{s''\varepsilon''}$ from 1 to 1.015. An error of the opposite sign raises $\varepsilon''$ and causes no violation. The phase must therefore be calibrated independently, for example with a low-loss capacitor. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Bar length, width, thickness: 20, 3, 1 mm
Density: 7700 kg/m^3; drive amplitude: 0.1 V
Band: 50 to 100 kHz, 101 points
Noise of modulus: 0.5 %; of phase: 5.0 mrad
True coupling factor k31: 0.3565
True loss tangents s, d, eps: 0.0150, 0.0486, 0.0200
Frequency of largest |Y|: 71.0 kHz, |Z| = 348.7 ohm
Frequency of smallest |Y|: 75.0 kHz, |Z| = 26.06 kohm
Formula vs finite differences, largest relative gap: 2.8e-05
Noise-free recovery, largest relative error: 2.1e-07
Worked spectrum: number 5 of 1000
Constant: true | start | free fit | constrained fit | standard error of free fit
s' (1/TPa): 16.0000 | 16.1017 | 15.9991 | 15.9990 | 0.0007
d' (pC/N): -180.0000 | -181.4661 | -179.9493 | -179.9285 | 0.0670
eps'/eps0: 1800.0000 | 1799.8576 | 1800.1393 | 1799.9813 | 0.9222
s'' (1/TPa): 0.2400 | 0.3220 | 0.2408 | 0.2405 | 0.0007
d'' (pC/N): -8.7464 | -3.6293 | -8.7548 | -8.7863 | 0.0670
eps''/eps0: 36.0000 | 35.9972 | 35.1190 | 36.2487 | 0.9222
|d''|/sqrt(s'' eps''), free and constrained: 1.0117, 1.0000
Smallest scaled loss eigenvalue, free fit: -3.176e-04
Chi-square, free and constrained: 169.998, 171.967
Rise of chi-square, constrained fit: 1.968
Rise after clipping, reference units: 50.459
Rise after clipping, electric unit rescaled by 10: 234.426
Certificate: trace G = 6.284e+03, |G g|/(|g| trace G) = 5.5e-09
Feasible trial points: 2012; smallest rise of chi-square: 1.05e-03
Free fit, smallest Re Y in band: 1.838 uS
Free fit, lowest local loss density: -2.109e-02 W/m^3
  at 92.5 kHz, 0.00 mm from the centre
Constrained fit, lowest local loss density: 4.015e-07 W/m^3
Share of spectra whose free fit violates the condition: 0.477
Mean rise of chi-square: 0.513; share above 2.706: 0.047
Mean squared information distance, free: 6.335, constrained: 5.820
RMS error of s'', d'', eps'', free fit: 0.29, 0.80, 2.63 %
RMS error of s'', d'', eps'', constrained: 0.28, 0.78, 2.10 %
Lateral inertia (Poisson ratio 0.3): frequency lowered by 0.093 %
  resulting bias of s': 0.185 %; its standard error: 0.004 %
Causal drift of eps' across the band: 0.88 %
  bias of fitted s'', d'', eps'': 0.48, 0.39, -0.23 %
  |d''|/sqrt(s'' eps'') then: 1.0026; misfit chi-square: 16.707
Lead resistance 1 ohm relative to smallest |Z|: 0.29 %
Peak stress at resonance: 0.088 MPa
Self-heating at 10 W/(m^2 K) surface transfer: 7.79 mK
```
